# Doping-enhanced silicon regrowth from the equilibrium of charged interface defects, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one defect to the velocity law

### Entry 1. Two numbers and a picture

In a model semiconductor at 800 K, a net donor density of $10^{17}\ \mathrm{cm^{-3}}$ slows solid-phase epitaxial regrowth by 2.1% relative to undoped material. A net donor density of $10^{20}\ \mathrm{cm^{-3}}$ speeds it up by a factor of 11.9. In this model the same kind of dopant first retards and then accelerates, so its behaviour is not a sum of equal contributions from each donor. Both numbers are outputs of the model. The retardation comes from the defect levels chosen, as Entry 10 shows, and is not taken from a measurement on silicon.

The process is the one used to repair implanted silicon. An amorphous layer lies on a crystal, and on heating the crystal grows into the layer while both remain solid. Atoms at the interface must break and remake bonds to join the crystal. The generalized Fermi-level-shifting model assumes that this happens at interface defects, for instance dangling bonds, which can be neutral, negative or positive. Doping moves the Fermi level, the Fermi level sets the ratio of charged to neutral defects, and the total number of defects sets the velocity.

The last link needs care. An equilibrium charge ratio says how defects are divided among charge states; it does not say how many there are. If doping converted neutral defects into charged ones at a fixed total, and all moved equally fast, the velocity would not change. The derivation therefore needs two further statements: the neutral density does not depend on doping, and the relative rates of the charge states are known. Both are examined below.

Energies are in eV, measured from the valence-band edge, and $k$ is Boltzmann's constant. The bands are taken as flat up to the interface, so that one Fermi level $\mu$, measured from the band edge, serves for bulk and interface. The derivation is meant for silicon, but the numbers belong to an unnamed semiconductor with round parameters and are not silicon data. Its gap is 1 eV, and at 800 K the thermal energy is $kT=0.06894$ eV.

### Entry 2. The simplest case: neutral and negative

Let a defect be either neutral, D⁰, or negative, D⁻. Making D⁰ costs energy $F_0$. Making D⁻ costs $F_-$ and also takes one electron from the reservoir, whose electrons have chemical potential $\mu$. A state with energy $E$ and $\Delta N$ electrons more than the neutral defect has the statistical weight

$$
\exp\left[-\frac{E-\mu\,\Delta N}{kT}\right].
$$

If the two charge states have $Z_0$ and $Z_-$ equivalent internal states, their densities stand in the ratio

$$
\frac{[\mathrm D^-]}{[\mathrm D^0]}
=\frac{Z_-\,e^{-(F_--\mu)/kT}}{Z_0\,e^{-F_0/kT}}
=\frac{Z_-}{Z_0}\,e^{(\mu-F_-+F_0)/kT}.
$$

Define the level $E_-=F_--F_0$ and the degeneracy ratio $g_-=Z_-/Z_0$. Then

$$
R_-\equiv\frac{[\mathrm D^-]}{[\mathrm D^0]}
=g_-\,e^{(\mu-E_-)/kT}.
$$

The level $E_-$ is the Fermi level at which one internal state of D⁻ is as probable as one internal state of D⁰. It need not be the point of equal densities, because the degeneracies may differ.

Suppose for the moment that $[\mathrm D^0]$ is independent of $\mu$ and that both kinds of defect advance the crystal equally fast. The velocity is then proportional to $[\mathrm D^0](1+R_-)$. With a superscript $i$ for undoped, or intrinsic, material,

$$
\frac{v}{v_i}=\frac{1+R_-}{1+R_-^i}.
$$

**Limits.** When $\mu$ lies many $kT$ below $E_-$ in both samples, both ratios are negligible and $v/v_i\to1$: the defects are neutral and doping has nothing to act on. When $\mu$ lies well above $E_-$ in the doped sample, the velocity grows as $e^{\mu/kT}$.

This simple law rises steadily with $\mu$. It can account for acceleration by donors, but not for the 2.1% retardation. Something must be lost when donors are added.

### Entry 3. Adding the positive state

Take the defect to be one localized orbital that holds zero, one or two electrons. Let $C$ be the energy with the orbital empty, $\varepsilon$ the energy of the first electron, and $\varepsilon+U$ that of the second, where $U$ is the repulsion between the two. With one electron the defect is neutral. Its formation energy is therefore $F_0=C+\varepsilon$, and $C=F_0-\varepsilon$.

The three charge states follow.

- **Empty orbital, D⁺.** There is one state, with energy $C=F_0-\varepsilon$ and $\Delta N=-1$. Hence $E-\mu\Delta N=F_0-\varepsilon+\mu$.
- **One electron, D⁰.** There are two states, spin up and spin down, with energy $F_0$ and $\Delta N=0$.
- **Two electrons, D⁻.** There is one state, with energy $C+2\varepsilon+U=F_0+\varepsilon+U$ and $\Delta N=+1$. Hence $E-\mu\Delta N=F_0+\varepsilon+U-\mu$.

The summed weight of the neutral defect is

$$
w_0=2e^{-F_0/kT}.
$$

Dividing the weights of the charged states by $w_0$ removes $F_0$ and leaves a factor 1/2:

$$
R_-=\tfrac12\,e^{(\mu-E_-)/kT},\qquad
R_+=\tfrac12\,e^{(E_+-\mu)/kT},
$$

with $E_-=\varepsilon+U$ and $E_+=\varepsilon$. The signs of $\mu$ differ because D⁻ takes an electron from the reservoir and D⁺ gives one up. The factors 1/2 belong to a single orbital with spin. Other internal degeneracies replace them by $g_q=Z_q/Z_0$, where $q$ labels the charge state.

The example has $E_-=0.80$ eV and $E_+=0.30$ eV, so $U=0.50$ eV. Without doping the Fermi level is $\mu_i=0.46415$ eV. Then

$$
R_-^i=\tfrac12\exp\left(-\frac{0.33585}{0.06894}\right)=0.0038,
$$

$$
R_+^i=\tfrac12\exp\left(-\frac{0.16415}{0.06894}\right)=0.046.
$$

Most intrinsic defects are neutral, and positive ones outnumber negative ones by about twelve to one. This is the candidate for what donors remove: raising $\mu$ creates D⁻ but destroys D⁺.

**Limit.** The product $R_-R_+=\tfrac14e^{-U/kT}$ does not contain $\mu$. For $U$ much larger than $kT$ the two charged states cannot both be abundant compared with D⁰. Which charged state dominates is set by the quotient $R_+/R_-=e^{(E_++E_--2\mu)/kT}$, which depends on the sum of the levels and not on $U$. At heavy doping $\mu$ lies many $kT$ from the midpoint $(E_++E_-)/2$, so one charged state suffices in the doped sample. At $10^{20}\ \mathrm{cm^{-3}}$ donors the quotient is about $10^{-6}$.

### Entry 4. Does the neutral density stay fixed?

Let the interface offer $N_s$ independent sites per area, each with either no defect or one defect. A site without a defect has weight 1. With $S=R_-+R_+$, the sum of all weights of a site is

$$
\xi=1+w_0(1+R_-+R_+)=1+w_0(1+S).
$$

The neutral density and the total defect density are

$$
c_0=N_s\frac{w_0}{1+w_0(1+S)},\qquad
c_{\rm tot}=N_s\frac{w_0(1+S)}{1+w_0(1+S)}.
$$

The neutral density does depend on $\mu$, through $S$ in the denominator. The dependence disappears when $w_0(1+S)\ll1$, which means that few sites are occupied. Then $c_0\simeq N_sw_0$. Making a neutral defect exchanges no electrons with the reservoir, so $w_0$ contains no $\mu$. This also assumes that the dopant atoms do not alter $F_0$ by strain or by direct bonding to the defect.

The picture is one of replenishment. When a neutral defect captures an electron, the neutral population falls below its equilibrium value, and the source of defects restores it. The charged defects are thus additional to the neutral ones.

Dividing the total density by its intrinsic value gives, without the dilute approximation,

$$
\frac{c_{\rm tot}}{c_{\rm tot}^i}
=\frac{1+S}{1+S_i}\;
\frac{1+w_0(1+S_i)}{1+w_0(1+S)}.
$$

The first factor is the dilute result and the second is the correction for filled sites.

**Limits.** For $w_0\to0$ the second factor tends to 1. For $w_0\to\infty$ it tends to $(1+S_i)/(1+S)$ and cancels the first: every site already has a defect, and doping can change its charge but cannot add another.

In the example $F_0=1$ eV. At $10^{20}\ \mathrm{cm^{-3}}$ donors the fraction of defected sites is $1.2\times10^{-5}$, so the dilute form is safe. Lowering $F_0$ to 0.10 eV gives $w_0=2e^{-0.10/0.06894}=0.469$. With $1+S=12.459$ and $1+S_i=1.050$,

$$
\frac{12.459}{1.050}\times
\frac{1+0.469\times1.050}{1+0.469\times12.459}
=11.87\times0.218=2.59.
$$

With the bands held flat, the charge ratios are the same in the two cases, yet the enhancement has fallen from 11.9 to 2.6. The value 2.6 isolates site filling and is not electrostatically consistent. About 79% of the sites would be negative, which for $N_s\approx7\times10^{14}\ \mathrm{cm^{-2}}$ is $5\times10^{14}$ charges per cm². With a dielectric constant near 12, this charge bends the bands by about 0.3 eV and brings the enhancement close to 1 (see Entry 11). For $F_0=1$ eV the interface charge is below $10^{10}\ \mathrm{cm^{-2}}$ and its own bending is negligible. An explicit enumeration of all states of three sites tests the charge ratios, the dilute enhancement and this saturated value.

### Entry 5. From densities to velocity

Let a defect of charge state $q$ make rearrangements toward the crystal at rate $k_q$, each converting a volume $\Omega$ of amorphous material. The rearrangement moves the defect along the interface and does not use it up. If $c_q$ is the number of such defects per area, the forward events convert a volume per area and time of $\Omega\sum_qk_qc_q$, which is a velocity.

Backward events also occur. Let each forward event lower the free energy by $\Delta$. Detailed balance makes the backward rate $k_qe^{-\Delta/kT}$. If $\Delta$ is the same for all charge states, the net velocity is

$$
v=\Omega\left(1-e^{-\Delta/kT}\right)
\left(k_0c_0+k_-c_-+k_+c_+\right).
$$

For $\Delta\to0$ the velocity vanishes whatever the number of defects, as it must when the two phases are in equilibrium. Charged defects speed up the approach to the crystal; they do not supply the driving force.

Write $r_q=k_q/k_0$ and $c_q=R_qc_0$. Taking out the common factor gives

$$
v=\Omega\left(1-e^{-\Delta/kT}\right)k_0c_0
\left(1+r_-R_-+r_+R_+\right).
$$

Now divide by the same expression for intrinsic material at the same temperature. The factors in front cancel if doping changes neither $\Delta$, nor $k_0$, nor $c_0$. The last condition is the dilute limit of Entry 4. The result is

$$
\boxed{\frac{v}{v_i}=
\frac{1+r_-R_-+r_+R_+}{1+r_-R_-^i+r_+R_+^i}}
$$

At $10^{20}\ \mathrm{cm^{-3}}$ donors the Fermi level is 1.01591 eV, which gives $R_-=11.459$ and a negligible $R_+$ of about $10^{-5}$. For equal rates, $r_-=r_+=1$,

$$
\frac{v}{v_i}=\frac{1+11.459}{1+0.00383+0.04622}
=\frac{12.459}{1.0501}=11.87.
$$

This is the acceleration quoted at the start. The two-state law of Entry 2 would give $12.459/1.0038=12.4$, about 5% more. D⁺ is unimportant in the doped sample but still contributes to the intrinsic reference.

**Limit.** If D⁻ is immobile, $r_-=0$, the formula becomes $(1+r_+R_+)/(1+r_+R_+^i)$. For donors $R_+<R_+^i$, so if D⁺ is mobile the velocity falls even though the total number of defects may rise. The charge ratio alone does not decide the sign of the effect.

### Entry 6. What a velocity ratio can reveal

The rate ratio and the charge ratio enter as a product:

$$
r_-R_-=g_-e^{\ln r_-}e^{(\mu-E_-)/kT}
=g_-\exp\left[\frac{\mu-(E_--kT\ln r_-)}{kT}\right].
$$

A fast negative defect therefore looks like an equally fast one with a lower level,

$$
E_-^{\rm eff}=E_--kT\ln r_-.
$$

For $r_-=10$ the shift is $0.06894\times2.3026=0.159$ eV. At $10^{20}\ \mathrm{cm^{-3}}$ donors the enhancement becomes $(1+114.59)/(1+0.0383+0.0462)=106.6$. Enumeration with unequal rates tests the equivalence.

Measurements at several temperatures do not remove the ambiguity by themselves. Suppose $r_-$ follows an Arrhenius law with activation energies $Q_-$ and $Q_0$ for the two charge states, so that $r_-\propto e^{-(Q_--Q_0)/kT}$. The product $r_-R_-$ then contains the sum $E_-+Q_--Q_0$. A level obtained from velocity ratios is a thermodynamic level if the rates are equal or independently known.

### Entry 7. Is a steady charge ratio enough?

The replenishment in Entry 4 can be examined with rate equations. Let $p_0$, $p_-$ and $p_+$ be the fractions of sites with each defect, all small. Neutral defects disappear at rate $\lambda$ and charged ones at rate $\rho\lambda$. Neutral defects are created at rate $\lambda w_0$ per site, which balances their loss when $p_0=w_0$. Let $a$ be the total rate at which charged defects are created directly. In a steady state creation equals loss:

$$
\lambda w_0+a=\lambda p_0+\rho\lambda(p_-+p_+).
$$

Let charge exchange be fast compared with loss, so that $p_-+p_+=Sp_0$.

**Detailed balance.** The reverse of charged loss must then occur at the rate $a=\rho\lambda w_0S$. Substitution gives $\lambda w_0(1+\rho S)=\lambda p_0(1+\rho S)$, hence $p_0=w_0$. The boxed result is recovered for any $\rho$.

**No direct charged creation.** Set $a=0$. The balance becomes $w_0=p_0(1+\rho S)$, so that

$$
p_0=\frac{w_0}{1+\rho S}.
$$

For equal rearrangement rates the velocity is proportional to $p_0(1+S)$, and

$$
\frac{v}{v_i}=\frac{1+S}{1+S_i}\;\frac{1+\rho S_i}{1+\rho S}.
$$

**Limits.** At $\rho=0$ charged defects are never lost directly and the full enhancement survives. At $\rho=1$ the factors cancel and $v/v_i=1$. For $10^{20}\ \mathrm{cm^{-3}}$ donors and $\rho=0.1$, the last factor is $1.005/2.146=0.468$ and the enhancement is 5.56 instead of 11.87. Stationary solutions of the rate equations test the balanced case at $\rho=1$ and the three cases without direct charged creation. Of these three, $\rho=0$ still satisfies detailed balance, because charged defects are then neither created nor lost directly.

In all of them the charge ratio has its equilibrium value. What differs is whether the neutral defects are in equilibrium with their source. An interface whose defects are produced by an external drive could violate that condition, and the boxed formula would then not follow.

## Second half: from doping to velocity and temperature

### Entry 8. What is carried over

The first half considered interface defects D⁰, D⁻ and D⁺ at Fermi level $\mu$. Their density ratios are

$$
R_-=\frac{[\mathrm D^-]}{[\mathrm D^0]}
=\tfrac12e^{(\mu-E_-)/kT},\qquad
R_+=\frac{[\mathrm D^+]}{[\mathrm D^0]}
=\tfrac12e^{(E_+-\mu)/kT}.
$$

Here $E_-=0.80$ eV and $E_+=0.30$ eV are the two defect levels, measured from the valence edge. The neutral density is independent of doping if the defects are dilute and in equilibrium with their source. From here on the three charge states rearrange equally fast. With $S=R_-+R_+$ and the index $i$ for intrinsic material,

$$
\frac{v}{v_i}=\frac{1+S}{1+S_i}.
$$

Unequal rates are restored by replacing $R_q$ with $r_qR_q$, where $r_q$ is the rate relative to D⁰. The intrinsic values at 800 K are $R_-^i=0.00383$ and $R_+^i=0.04622$.

What remains is to find $\mu$ from the doping. It is convenient to measure its shift by

$$
y=e^{(\mu-\mu_i)/kT}.
$$

Inserting $\mu=\mu_i+kT\ln y$ in the two ratios gives

$$
R_-=R_-^i\,y,\qquad R_+=R_+^i/y,
$$

and therefore

$$
\frac{v}{v_i}=\frac{1+R_-^iy+R_+^i/y}{1+R_-^i+R_+^i}.
$$

For dilute defects in equilibrium with their source and equally fast in all charge states, the velocity ratio now follows from the two intrinsic defect ratios and the Fermi-level shift, expressed by $y$. It remains to find $y$ from the net doping, and then to see when donors retard or accelerate growth and how the effect changes with temperature.

All numerical values are calculated from the stated model.
